# The two totally symmetric vibrations of a planar Si3O3 ring: verification in Python

```python
"""
Result under test: a planar Si3O3 ring of D3h symmetry has exactly two totally
symmetric (A1') vibrations, spanned by the equal radial motion of the three Si
and the equal radial motion of the three O.
Symbols: d bond length; alpha, beta half the O-Si-O and Si-O-Si angles;
k bond stiffness; K sum of the two angle stiffnesses; P projector on A1'.
Working units: nm, eV, u. Frequencies are wavenumbers in 1/cm.
The numerical side uses atom permutations and finite differences of the full
energy in 18 Cartesian coordinates; the other side is the 2 by 2 radial model.
"""
import numpy as np
from scipy import constants as const

d = 0.165
angle_si, angle_o = 105.0, 135.0
k_si_units = 500.0
bend_si, bend_o, twist = 7.0, 1.5, 0.5
m_si, m_o = 28.0, 16.0
temperature = 300.0
outer_angle = 110.0
pucker = 0.02

k = k_si_units * 1e-18 / const.e
K = bend_si + bend_o
alpha, beta = np.radians(angle_si / 2), np.radians(angle_o / 2)
radius_si = d * np.sin(beta) / np.sin(np.pi / 3)
radius_o = d * np.sin(alpha) / np.sin(np.pi / 3)
omega2_unit = const.e / 1e-18 / const.atomic_mass


def wavenumber(eigenvalue):
    omega = np.sqrt(np.abs(eigenvalue) * omega2_unit)
    return np.sign(eigenvalue) * omega / (2 * np.pi * const.c * 100)


# Ring atoms in order Si, O, Si, O, Si, O
phi = np.arange(6) * np.pi / 3
radii = np.array([radius_si, radius_o] * 3)
unit_r = np.column_stack([np.cos(phi), np.sin(phi), np.zeros(6)])
ring = radii[:, None] * unit_r
kinds = ["Si", "O"] * 3
masses = np.array([m_si, m_o] * 3)


def internals(x):
    """Bond lengths, angles at the atoms, and scaled twists of the ring."""
    b = np.roll(x, -1, axis=0) - x
    before, after = np.roll(b, 1, axis=0), np.roll(b, -1, axis=0)
    length = np.sqrt((b * b).sum(1))
    cosine = -(before * b).sum(1) / (length * np.roll(length, 1))
    twists = np.linalg.det(np.stack([before, b, after], axis=1)) / d**3
    return length, np.arccos(cosine), twists


def hessian(reference, bend_scale=1.0, anchors=None):
    """Finite-difference Hessian of the full energy at its relaxed geometry."""
    length0, angle0, twist0 = internals(reference)
    bends = bend_scale * np.array([bend_si, bend_o] * 3)

    def energy(flat):
        x = flat.reshape(6, 3)
        length, angle, tw = internals(x)
        e = 0.5 * k * ((length - length0)**2).sum()
        e += 0.5 * (bends * (angle - angle0)**2).sum()
        e += 0.5 * twist * ((tw - twist0)**2).sum()
        if anchors is not None:
            for points in anchors:
                outer = np.linalg.norm(points - x[::2], axis=1)
                e += 0.5 * k * ((outer - d)**2).sum()
        return e

    x0, h = reference.ravel(), 1e-4
    steps = h * np.eye(18)
    H = np.zeros((18, 18))
    for i in range(18):
        for j in range(i + 1):
            p, q = steps[i], steps[j]
            H[i, j] = (energy(x0 + p + q) - energy(x0 + p - q)
                       - energy(x0 - p + q) + energy(x0 - p - q)) / (4 * h * h)
            H[j, i] = H[i, j]
    return H


# The twelve operations of D3h as 3 by 3 matrices
operations = []
for n in range(3):
    c, s = np.cos(2 * np.pi * n / 3), np.sin(2 * np.pi * n / 3)
    rotation = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])
    for flip in (np.eye(3), np.diag([1.0, -1.0, -1.0])):
        for mirror in (np.eye(3), np.diag([1.0, 1.0, -1.0])):
            operations.append(rotation @ flip @ mirror)


def displacement_representation(coords, labels):
    """Operations that map the structure to itself, with their matrices."""
    kept, matrices = [], []
    for R in operations:
        D = np.zeros((3 * len(coords), 3 * len(coords)))
        complete = True
        for i, image in enumerate(coords @ R.T):
            hits = [j for j in range(len(coords)) if labels[j] == labels[i]
                    and np.linalg.norm(coords[j] - image) < 1e-8]
            if len(hits) != 1:
                complete = False
                break
            j = hits[0]
            D[3*j:3*j+3, 3*i:3*i+3] = R
        if complete:
            kept.append(R)
            matrices.append(D)
    return kept, matrices


def rigid_motions(coords):
    columns = []
    for axis in np.eye(3):
        columns.append(np.tile(axis, len(coords)))
        columns.append(np.cross(axis, coords).ravel())
    return np.array(columns).T


def symmetric_counts(coords, labels):
    """Group order, invariant displacements, invariant rigid motions."""
    ops, mats = displacement_representation(coords, labels)
    projector = sum(mats) / len(mats)
    rigid = np.linalg.matrix_rank(projector @ rigid_motions(coords), tol=1e-8)
    return len(ops), int(round(np.trace(projector))), int(rigid), projector


# Geometry closes with the chosen bond and angles
lengths, angles, _ = internals(ring)
assert np.allclose(lengths, d)
assert np.allclose(np.degrees(angles), [angle_si, angle_o] * 3)

# Counting from the permutations of the atoms
order, n_sym, n_rigid, P = symmetric_counts(ring, kinds)
assert (order, n_sym, n_rigid) == (12, 2, 0)
radial_si = (unit_r * np.array([1, 0] * 3)[:, None]).ravel() / np.sqrt(3)
radial_o = (unit_r * np.array([0, 1] * 3)[:, None]).ravel() / np.sqrt(3)
assert np.allclose(P, np.outer(radial_si, radial_si)
                   + np.outer(radial_o, radial_o))

# Reduction with the D3h character table; class order as in class_names
class_names = ["E", "C3", "C2'", "sigma_h", "S3", "sigma_v"]
class_keys = {(3, 1, 1): 0, (0, 1, 1): 1, (-1, 1, -1): 2,
              (1, -1, -1): 3, (-2, -1, -1): 4, (1, -1, 1): 5}
table = {"A1'": [1, 1, 1, 1, 1, 1], "A2'": [1, 1, -1, 1, 1, -1],
         "E'": [2, -1, 0, 2, -1, 0], "A1''": [1, 1, 1, -1, -1, -1],
         "A2''": [1, 1, -1, -1, -1, 1], "E''": [2, -1, 0, -2, 1, 0]}
ring_ops, ring_mats = displacement_representation(ring, kinds)
op_class = [class_keys[(int(round(np.trace(R))), int(round(np.linalg.det(R))),
                        int(round(R[2, 2])))] for R in ring_ops]


def reduce_characters(characters):
    result = {}
    for name, row in table.items():
        value = sum(row[c] * x for c, x in zip(op_class, characters)) / 12
        assert abs(value - round(value)) < 1e-3
        result[name] = int(round(value))
    return result


chi_all = np.array([np.trace(D) for D in ring_mats])
chi_trans = np.array([np.trace(R) for R in ring_ops])
chi_rot = np.array([np.linalg.det(R) * np.trace(R) for R in ring_ops])
count_all = reduce_characters(chi_all)
count_trans = reduce_characters(chi_trans)
count_rot = reduce_characters(chi_rot)
count_vib = reduce_characters(chi_all - chi_trans - chi_rot)

# Full vibrational problem
root_m = np.sqrt(np.repeat(masses, 3))


def full_modes(H, root_mass=root_m):
    values, vectors = np.linalg.eigh(H / np.outer(root_mass, root_mass))
    return wavenumber(values), vectors


def symmetric_modes(H, projector, root_mass=root_m):
    values, vectors = np.linalg.eigh(projector)
    B = vectors[:, values > 0.5]
    D = H / np.outer(root_mass, root_mass)
    return wavenumber(np.linalg.eigvalsh(B.T @ D @ B))


H_ring = hessian(ring)
freq, modes = full_modes(H_ring)
vibrating = freq > 5.0
assert vibrating.sum() == 12
V = modes[:, vibrating]
chi_modes = np.array([np.trace(V.T @ D @ V) for D in ring_mats])
assert reduce_characters(chi_modes) == count_vib
weights = np.einsum("ij,ij->j", modes, P @ modes)
is_symmetric = weights > 0.5
assert is_symmetric.sum() == 2
assert np.allclose(weights, is_symmetric.astype(float), atol=1e-4)
freq_full = freq[is_symmetric]
share_full = (modes.reshape(6, 3, 18)[1::2]**2).sum((0, 1))[is_symmetric]

# Two by two radial model
a = np.array([np.cos(alpha), np.cos(beta)])
b = np.array([-np.sin(alpha), np.sin(beta)])


def radial_model(angle_stiffness=K, mass_o=m_o, extra_si=0.0):
    F = 2 * k * np.outer(a, a) + 4 * angle_stiffness / d**2 * np.outer(b, b)
    F[0, 0] += extra_si
    root = np.sqrt([m_si, mass_o])
    values, vectors = np.linalg.eigh(F / np.outer(root, root))
    return F, values, vectors


F, values, vectors = radial_model()
freq_model = wavenumber(values)
share_model = vectors[1]**2
assert np.allclose(freq_full, freq_model, rtol=1e-4)
assert np.allclose(share_full, share_model, atol=1e-3)
product_formula = 6 * k * K / (d**2 * m_si * m_o)
product_full = np.prod((freq_full * 2 * np.pi * const.c * 100)**2
                       / omega2_unit)
assert abs(product_full / product_formula - 1) < 1e-3
ratio = (vectors[0] / np.sqrt(m_si)) / (vectors[1] / np.sqrt(m_o))

# No angle stiffness: one symmetric coordinate costs no energy
freq_no_bend = symmetric_modes(hessian(ring, bend_scale=0.0), P)
stretch_only = wavenumber(2 * k * (np.cos(alpha)**2 / m_si
                                   + np.cos(beta)**2 / m_o))
assert abs(freq_no_bend[0]) < 5.0
assert abs(freq_no_bend[1] / stretch_only - 1) < 1e-4

# Angle stiffness at which Si and O radial motions decouple
K_decoupled = d**2 * k / (2 * np.tan(alpha) * np.tan(beta))
H_dec = hessian(ring, bend_scale=K_decoupled / K)
coupling = radial_si @ H_dec @ radial_o
assert abs(coupling) < 1e-4 * (radial_si @ H_dec @ radial_si)
assert abs(radial_si @ H_ring @ radial_o) > 0.05 * F[0, 0]

# All oxygen atoms replaced by mass 18
freq_18 = wavenumber(radial_model(mass_o=18.0)[1])
root_18 = np.sqrt(np.repeat([m_si, 18.0] * 3, 3))
assert np.allclose(symmetric_modes(H_ring, P, root_18), freq_18, rtol=1e-4)

# Attachment of every Si to two clamped outer oxygen atoms
gamma = np.radians(outer_angle / 2)
anchors = []
for sign in (1, -1):
    points = (radius_si + d * np.cos(gamma)) * unit_r[::2]
    points = points + np.array([0, 0, sign * d * np.sin(gamma)])
    anchors.append(points)
freq_clamped = symmetric_modes(hessian(ring, anchors=anchors), P)
extra = 2 * k * np.cos(gamma)**2
assert np.allclose(freq_clamped, wavenumber(radial_model(extra_si=extra)[1]),
                   rtol=1e-4)

# Free outer oxygen atoms and a puckered ring change the count
unit_si3o9 = np.vstack([ring] + anchors)
order_9, sym_9, rigid_9, _ = symmetric_counts(unit_si3o9, kinds + ["O"] * 6)
assert (order_9, sym_9 - rigid_9) == (12, 4)
chair = ring.copy()
chair[:, 2] = np.array([0.5, -0.5] * 3) * pucker
order_c, sym_c, rigid_c, P_chair = symmetric_counts(chair, kinds)
assert (order_c, sym_c - rigid_c) == (6, 3)
freq_chair = symmetric_modes(hessian(chair), P_chair)
freq_chair = freq_chair[freq_chair > 5.0]
assert len(freq_chair) == 3

# Radial amplitudes at the chosen temperature, quantum harmonic modes
omega = freq_model * 2 * np.pi * const.c * 100
x = const.hbar * omega / (const.k * temperature)
variance = const.hbar / (2 * omega) / np.tanh(x / 2)
levels = np.arange(400)
for w, xi, v in zip(omega, x, variance):
    p = np.exp(-levels * xi)
    mean_energy = const.hbar * w * ((levels + 0.5) * p).sum() / p.sum()
    assert abs(mean_energy / w**2 / v - 1) < 1e-10
mass_kg = np.array([m_si, m_o]) * const.atomic_mass
rms = np.sqrt((vectors**2 @ variance) / (3 * mass_kg)) * 1e9

print(f"bond length d = {d:.3f} nm")
print(f"O-Si-O, Si-O-Si angles = {angle_si:.0f}, {angle_o:.0f} degrees")
print(f"Si, O ring radii = {radius_si:.4f}, {radius_o:.4f} nm")
print(f"bond stiffness k = {k_si_units:.0f} N/m")
print(f"angle stiffness at Si, O = {bend_si:.1f}, {bend_o:.1f} eV/rad^2")
print(f"sum K = {K:.1f} eV/rad^2; twist stiffness = {twist:.1f} eV")
print(f"masses Si, O = {m_si:.0f}, {m_o:.0f} u")
for index, name in enumerate(class_names):
    member = op_class.index(index)
    print(f"class {name}: size {op_class.count(index)}, "
          f"character {int(round(chi_all[member]))}")
for name in table:
    print(f"{name}: all {count_all[name]}, translations {count_trans[name]}, "
          f"rotations {count_rot[name]}, vibrations {count_vib[name]}")
print(f"vibrations with nonzero frequency = {vibrating.sum()}")
print(f"A1' vibrations found in full problem = {is_symmetric.sum()}")
to_newton = const.e / 1e-18
print(f"F_ss, F_oo, F_so = {F[0,0]*to_newton:.1f}, {F[1,1]*to_newton:.1f}, "
      f"{F[0,1]*to_newton:.1f} N/m")
print(f"K/d^2 = {K/d**2*to_newton:.2f} N/m")
for i, name in enumerate(["lower", "upper"]):
    print(f"{name} A1': model {freq_model[i]:.1f}, "
          f"full {freq_full[i]:.1f} 1/cm")
    print(f"{name} A1': oxygen share of kinetic energy {share_model[i]:.3f}")
    print(f"{name} A1': displacement ratio s/o = {ratio[i]:.3f}")
    print(f"{name} A1' with O mass 18 u: {freq_18[i]:.1f} 1/cm, "
          f"shift {freq_18[i]-freq_model[i]:.1f} 1/cm")
print(f"K = 0: upper A1' = {freq_no_bend[1]:.1f} 1/cm, lower is zero mode")
print(f"K for decoupled Si and O = {K_decoupled:.2f} eV/rad^2")
print(f"outer O-Si-O angle = {outer_angle:.0f} degrees")
print(f"added Si radial stiffness = {extra*to_newton:.1f} N/m")
print(f"clamped outer O: A1' = {freq_clamped[0]:.1f}, "
      f"{freq_clamped[1]:.1f} 1/cm")
print(f"free Si3O9 unit: symmetric vibrations = {sym_9-rigid_9}")
print(f"puckered ring, Si-O height difference = {pucker:.3f} nm")
print(f"puckered ring: symmetric vibrations = {sym_c-rigid_c}")
print("puckered ring: " + ", ".join(f"{f:.1f}" for f in freq_chair) + " 1/cm")
print(f"temperature = {temperature:.0f} K")
print(f"rms radial amplitude Si, O = {rms[0]:.5f}, {rms[1]:.5f} nm")
print(f"same over bond length = {100*rms[0]/d:.2f}, {100*rms[1]/d:.2f} percent")
print("tests ok")
```

Running it gives:

```
bond length d = 0.165 nm
O-Si-O, Si-O-Si angles = 105, 135 degrees
Si, O ring radii = 0.1760, 0.1512 nm
bond stiffness k = 500 N/m
angle stiffness at Si, O = 7.0, 1.5 eV/rad^2
sum K = 8.5 eV/rad^2; twist stiffness = 0.5 eV
masses Si, O = 28, 16 u
class E: size 1, character 18
class C3: size 2, character 0
class C2': size 3, character -2
class sigma_h: size 1, character 6
class S3: size 2, character 0
class sigma_v: size 3, character 2
A1': all 2, translations 0, rotations 0, vibrations 2
A2': all 2, translations 0, rotations 1, vibrations 1
E': all 4, translations 1, rotations 0, vibrations 3
A1'': all 0, translations 0, rotations 0, vibrations 0
A2'': all 2, translations 1, rotations 0, vibrations 1
E'': all 2, translations 0, rotations 1, vibrations 1
vibrations with nonzero frequency = 12
A1' vibrations found in full problem = 2
F_ss, F_oo, F_so = 496.5, 317.2, 86.3 N/m
K/d^2 = 50.02 N/m
lower A1': model 497.3, full 497.3 1/cm
lower A1': oxygen share of kinetic energy 0.376
lower A1': displacement ratio s/o = -0.975
lower A1' with O mass 18 u: 484.6 1/cm, shift -12.7 1/cm
upper A1': model 624.7, full 624.7 1/cm
upper A1': oxygen share of kinetic energy 0.624
upper A1': displacement ratio s/o = 0.586
upper A1' with O mass 18 u: 604.4 1/cm, shift -20.3 1/cm
K = 0: upper A1' = 616.4 1/cm, lower is zero mode
K for decoupled Si and O = 13.50 eV/rad^2
outer O-Si-O angle = 110 degrees
added Si radial stiffness = 329.0 N/m
clamped outer O: A1' = 557.9, 725.1 1/cm
free Si3O9 unit: symmetric vibrations = 4
puckered ring, Si-O height difference = 0.020 nm
puckered ring: symmetric vibrations = 3
puckered ring: 249.3, 493.4, 643.3 1/cm
temperature = 300 K
rms radial amplitude Si, O = 0.00209, 0.00266 nm
same over bond length = 1.27, 1.61 percent
tests ok
```
